# Critical Angle for Ion Channeling along an Atomic Row

A calculation of ion backscattering or implantation in a crystalline film must first decide whether the target may be treated as a random collection of atoms. If the beam makes a sufficiently small angle with a row of atoms, successive collisions are correlated: each atom turns the ion slightly away from the row, and few ions come close to a nucleus. A random-target calculation then predicts far too many close collisions. The critical angle sets the scale for this decision.

The scaling $\psi_c\propto\sqrt{Z_1Z_2/(Ed)}$ is correct only with conditions. The theorem below states them, and the remarks show, for a static row, what replaces the law when the averaged potential fails.

## Assumptions and theorem

An ion of charge $Z_1e$, mass $M$ and kinetic energy $E$ moves at a small angle $\psi$, in radians, to a straight row of atoms of atomic number $Z_2$ and spacing $d$. Gaussian units are used. The motion is classical, non-relativistic and elastic, and target recoil is neglected.

The ion is bare, so the target electrons alone screen the interaction. Their Thomas–Fermi length follows from the electron density and Poisson's equation,

$$
n=\frac{(2me\Phi)^{3/2}}{3\pi^2\hbar^3},\qquad \nabla^2\Phi=4\pi en .
$$

Put $\Phi=Z_2e\chi/R$ and $R=ax$. Since $\nabla^2\Phi=R^{-1}d^2(R\Phi)/dR^2$, this becomes

$$
\chi''=\left[\frac{4(2me^2)^{3/2}Z_2^{1/2}a^{3/2}}{3\pi\hbar^3}\right]\frac{\chi^{3/2}}{\sqrt{x}} .
$$

Choosing $a$ so that the bracket is one gives, with $a_B=\hbar^2/(me^2)$,

$$
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_B}{Z_2^{1/3}} .
$$

Instead of the numerical solution for $\chi$, I use Lindhard's model potential

$$
V(R)=K\left(\frac1R-\frac1{\sqrt{R^2+s^2}}\right),\qquad K=Z_1Z_2e^2,\quad s^2=3a^2 .
$$

Each atom vibrates about its site with independent Gaussian displacements of rms size $u$ along each axis. Define

$$
\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{Ed}},\qquad r_m=u\sqrt{2\ln2}.
$$

**Theorem.** Replace the row by its average potential $U(r)$, and define the critical angle as the one at which half the vibrating atoms are displaced beyond the ion's closest distance to the row axis. For an ion aimed at the axis from far away,

$$
\boxed{\psi_c=\psi_1\sqrt{\frac12\ln\left(1+\frac{3a^2}{r_m^2}\right)}} .
$$

At fixed $a$ and $u$, therefore, $\psi_c\propto\sqrt{Z_1Z_2/(Ed)}$. Use of the average potential requires, as an estimate, $E>d^2U''(r_m)/8$.

## Lemma 1: the potential of the row

**Lemma.** The average potential at distance $r$ from the row is

$$
U(r)=\frac Kd\ln\left(1+\frac{s^2}{r^2}\right).
$$

**Proof.** Averaging the sum of all atomic potentials over one period is the same as integrating one atomic potential over all $z$ and dividing by $d$. For a finite limit $L$,

$$
\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}
=2\ln\frac{L+\sqrt{L^2+r^2}}r .
$$

The second term of $V$ gives the same expression with $r$ replaced by $\sqrt{r^2+s^2}$. Their difference is

$$
2\ln\frac{L+\sqrt{L^2+r^2}}{L+\sqrt{L^2+r^2+s^2}}
+2\ln\frac{\sqrt{r^2+s^2}}r .
$$

The first logarithm vanishes as $L\to\infty$. The second is $\ln(1+s^2/r^2)$, and multiplication by $K/d$ proves the lemma.

The factor $1/d$ is the number of atoms per unit length. A more densely packed row is a higher barrier.

## Lemma 2: the impulse from one atom

**Lemma.** To leading order in the deflection, an atom passed at distance $r$ changes the ion's angle by

$$
\Delta\theta=-\frac{d}{2E}U'(r)
=\frac KE\frac{s^2}{r(r^2+s^2)} .
$$

Positive $\theta$ points away from the row.

**Proof.** During one small deflection, $r$ may be held fixed and $dt=dz/v$. The transverse momentum gained is

$$
\Delta p_\perp=-\frac1v\int_{-\infty}^{\infty}\frac{\partial V}{\partial r}\,dz
=-\frac dvU'(r).
$$

Division by the total momentum $p$, with $pv=2E$, gives the first form. Differentiation of Lemma 1 gives

$$
U'(r)=\frac Kd\left(\frac{2r}{r^2+s^2}-\frac2r\right)
=-\frac{2K}{d}\frac{s^2}{r(r^2+s^2)},
$$

which gives the second. The spacing cancels, as it must for a collision with one atom.

## Lemma 3: the closest distance

**Lemma.** If the impulses vary little from one atom to the next, the transverse energy

$$
E_\perp=E\theta^2+U(r)
$$

is conserved. An ion aimed at the axis with angle $\psi$ far from the row turns where $U(r_{\min})=E\psi^2$.

**Proof.** Between atoms the ion flies freely, so the motion is the map

$$
\theta_{n+1/2}=\theta_{n-1/2}-\frac d{2E}U'(r_n),\qquad
r_{n+1}=r_n+d\,\theta_{n+1/2}.
$$

When the changes per step are small, differences may be replaced by derivatives:

$$
\frac{dr}{dz}=\theta,\qquad \frac{d\theta}{dz}=-\frac{U'(r)}{2E}.
$$

Hence

$$
\frac{dE_\perp}{dz}=2E\theta\frac{d\theta}{dz}+U'(r)\frac{dr}{dz}
=-\theta U'+\theta U'=0 .
$$

Far away $U=0$ and $E_\perp=E\psi^2$. At the turning point $\theta=0$, which proves the result.

An ion not aimed at the axis passes farther out. If its initial line misses the axis by $b$ in the transverse plane, angular momentum conservation gives $U(r_{\min})=E\psi^2(1-b^2/r_{\min}^2)$. The right side is smaller than before, and $U$ decreases with $r$. Aiming at the axis is thus the most dangerous case.

## Proof of the theorem

The transverse displacement $\rho$ of an atom has two independent Gaussian components. The fraction displaced beyond $r$ is

$$
P(\rho>r)=\int_r^\infty\frac{\rho}{u^2}e^{-\rho^2/(2u^2)}d\rho
=e^{-r^2/(2u^2)} .
$$

Setting this to one half gives $r_m^2=2u^2\ln2$. By Lemma 3, the corresponding angle satisfies $E\psi_c^2=U(r_m)$. Lemma 1 then gives

$$
\psi_c^2=\frac{K}{Ed}\ln\left(1+\frac{s^2}{r_m^2}\right)
=\frac{\psi_1^2}{2}\ln\left(1+\frac{3a^2}{r_m^2}\right),
$$

and the positive square root is the theorem.

The choice of one half has a measurable counterpart. If ions spread uniformly over the region they can reach, and the small excluded area is neglected, atoms in that region are struck at the random rate. The close-collision yield is then half its random value. This uniform spreading is an approximation, examined below with a lattice simulation.

## When the averaged row fails

Consider two neighbouring solutions of the map, separated by $\delta r$ and $\delta\theta$. With $\eta=d\,\delta\theta$ and $w=d^2U''/(2E)$, one step is

$$
\eta'=\eta-w\,\delta r,\qquad
\delta r'=\delta r+\eta'=(1-w)\delta r+\eta .
$$

This linear map has determinant $1$ and trace $2-w$. For constant $w$, its eigenvalues lie on the unit circle when $0<w<4$. Beyond $w=4$, one of them is negative with magnitude above one, so the separation alternates in sign and grows. The limit $w=4$ is

$$
E=\frac{d^2U''(r)}8,\qquad
U''(r)=\frac{2K}{d}\left[\frac1{r^2}+\frac{s^2-r^2}{(r^2+s^2)^2}\right].
$$

In reality $w$ changes along the path, so this is an estimate, not a theorem about the nonlinear map. It can be checked by iterating that map for a static row. Let $\sigma=s/(d\psi_1)$ take the values 0.003, 0.03, 1, 30 and 300, with 200 starting phases for each angle. Call alignment lost when an ion crosses the row or its transverse energy at least doubles. The smallest such angle found is 1.02 to 1.03 times the estimate. The closeness depends on the criterion: if a 20% rise in transverse energy counts as loss, the ratio is 0.92 to 1.00 for $\sigma$ between 0.03 and 30.

**Static row, high energy.** Let $r_c$ be the distance at which the limit is reached. If $r_c\ll s$, then $U''\simeq2K/(dr_c^2)$, and

$$
E=\frac{Kd}{4r_c^2}\quad\Longrightarrow\quad
r_c=\frac{d\psi_1}{\sqrt8},
$$

because $Kd/E=d^2\psi_1^2/2$. The static critical angle is therefore

$$
\psi_s\simeq\psi_1\sqrt{\frac12\ln\left(1+\frac{8s^2}{d^2\psi_1^2}\right)} .
$$

The logarithm grows with energy, so $\psi_s$ falls slightly more slowly than $E^{-1/2}$. Between $\sigma=30$ and 300, with $s$ and $d$ fixed, the map gives an average power of $-0.457$. Vibration removes this logarithmic drift when it makes $r_m$, which is independent of energy, the limiting distance.

**Static row, low energy.** If $r_c\gg s$, expansion of the logarithm gives $U\simeq Ks^2/(dr^2)$ and $U''\simeq6Ks^2/(dr^4)$. The limit becomes

$$
r_c^4=\frac{3Kds^2}{4E}=\frac38d^2\psi_1^2s^2 .
$$

Using $\psi_s^2=U(r_c)/E=\psi_1^2s^2/(2r_c^2)$,

$$
\psi_s=\left(\frac23\right)^{1/4}\sqrt{\frac{\psi_1s}{d}}
\propto E^{-1/4}.
$$

Between $\sigma=0.003$ and 0.03 the map gives a power of $-0.248$. This tests the algebra of the map, not a real crystal. In this limit $\psi_s=(2/3)^{1/4}(s/d)/\sqrt\sigma$, and for the nickel row below, with $s/d=0.107$, $\sigma=0.03$ already means $\psi_s\simeq0.56$ rad and an $r_c$ beyond half the distance to the next row, outside the small-angle, single-row assumptions. Where $\psi_s$ is 0.17 to 0.3 rad, the local power of the estimate is $-0.21$ to $-0.24$. The square-root law must therefore not be extended far below the energy limit.

## What is fixed in the scaling law

Write $\Theta=\theta d$. The map becomes

$$
\Theta'=\Theta+\frac{Kd}{E}\frac{s^2}{r(r^2+s^2)},\qquad r'=r+\Theta' .
$$

At fixed $a$, $u$ and transverse lattice geometry, the only remaining parameter is $Kd/E$. A critical angle defined after a number of atoms that is fixed, or depends only on this parameter, must have the form

$$
\psi_c=\frac1dF\left(\frac{Z_1Z_2e^2d}{E}\right).
$$

If $F$ is proportional to the square root of its argument, the laws in $E$, $d$ and $Z_1Z_2$ follow together.

Changing the target element also changes $a$. With $q=s^2/r_m^2\propto Z_2^{-2/3}$, and with $d$ and $u$ fixed,

$$
\frac{d\ln\psi_c}{d\ln Z_2}
=\frac12+\frac{1}{2\ln(1+q)}\frac{q}{1+q}\left(-\frac23\right)
=\frac12-\frac{q}{3(1+q)\ln(1+q)} .
$$

For the example below this slope is 0.375, not one half. Real elements also differ in $d$ and $u$, so this is not a rule for comparing two metals.

## Example: 1 MeV protons in nickel

Protons of about this energy are used to analyse crystalline films. Take rough room-temperature values for nickel: lattice constant 0.352 nm and $u=0.007$ nm. Neighbours along $[110]$ in a face-centred cubic crystal are separated by

$$
d=\frac{0.352}{\sqrt2}\ \text{nm}=0.249\ \text{nm}.
$$

With $Z_1=1$ and $Z_2=28$, the formulas above give $a=0.0154$ nm, $s=0.0267$ nm and $r_m=0.00824$ nm. Using $e^2=1.44$ eV nm,

$$
\psi_1=\sqrt{\frac{2(28)(1.44)}{10^6(0.2489)}}=0.0180\ \text{rad},
$$

$$
\psi_c=1.105\times0.0180=0.0199\ \text{rad}=1.14^\circ .
$$

The barrier at $r_m$ is 396 eV. A proton of 1 MeV can be turned by it because only the transverse energy matters. The lower energy limit is 39.6 keV, well below the beam energy. It marks breakdown, not the onset of accuracy: at 40 keV one reflection from a static row at $\psi_c$ multiplies $E_\perp$ by 0.86 to 1.65, depending on phase, while at 100 keV $E_\perp$ is conserved to 2%. The static-row distance is $r_c=0.00159$ nm, much less than $r_m$, so vibration limits the angle. Without it the static estimate would be 0.0303 rad.

**Trajectories through separate atoms.** At $r_m$, Lemma 2 gives an impulse of 4.467 mrad; integration of Newton's equation past one atom gives 4.464 mrad. Trajectories along a static row were then started 0.1 nm from the axis, with the slope that should make them turn at 0.00824 nm. They turned at 0.00825 nm in the base case, and at 0.00823, 0.00816 and 0.00817 nm when $E$ was quadrupled, $d$ doubled or $Z_1$ doubled. Screening was held fixed and the slope was recalculated each time.

**A vibrating lattice.** A simulation with the same potential and small-angle impulses used full $[110]$ lattice geometry, random entry points and random tilt directions. At each layer it included the nearest atom. The yield was averaged over the last three quarters of the depth, which was 78 nm at 1 MeV and scaled as $1/\psi_1$. With 1200 ions per angle, sampling noise makes the third digit of the results uncertain, so they are rounded here. The half-yield angles were about 0.024, 0.017 and 0.012 rad at 0.5, 1 and 2 MeV. The energy power fitted to the unrounded angles is about $-0.49$, in support of the square-root law. At 1 MeV the yield was about 0.03 of random at $0.2\psi_1$ and close to random at $3\psi_1$.

The simulated angles are about 0.86 of the formula, so its prefactor is less reliable than its scaling. This ratio belongs to the chosen depth: at 1 MeV it falls from about 0.90 for a yield averaged over 5 to 20 nm to about 0.76 over 234 to 312 nm. One cause has a definite sign: an ion entering at distance $r_{\rm in}$ has $E_\perp=E\psi^2+U(r_{\rm in})$, more than the theorem assumes, and needs less tilt to reach $r_m$. With uniform spreading this effect alone gives a ratio of about 0.96, so it is a minor part of the gap. Forces from static atoms give about 0.95 in the lattice, and forces from the thermally smoothed row about 0.89, so smoothing of the barrier contributes about as much again.

**Other neglected effects.** Molière screening, with the same $a$ and $r_m$, gives 0.0188 rad, about 6% below the Lindhard-potential result. The electron density of a free Hartree–Fock nickel atom screens more strongly still: the barrier at $r_m$ is about 310 eV (308 and 313 eV in two basis sets) and the angle about 0.0177 rad, 11% below. For classical harmonic vibrations, doubling the absolute temperature doubles $u^2$; the formula then gives 0.0172 rad instead of 0.0199 rad. Nickel at room temperature is not fully classical: a Debye model gives a factor near 1.9, and Debye temperatures of 390 to 450 K give $u$ from 0.0071 to 0.0062 nm, or $\psi_c$ from 0.0198 to 0.0208 rad.

For a rough electronic stopping power of 130 eV/nm, somewhat on the high side, the loss over 78 nm is 10 keV, or 1% of the beam energy. If an electron initially at rest receives energy $T$, its momentum is $\sqrt{2mT}$. The ion's mean transverse-energy gain, for kicks without a preferred transverse direction, is then at most $(m/M)T$. Summed over the depth this is 5.5 eV, small beside 396 eV. Recoil takes 0.34 eV in an impulse at $r_m$. The transverse wave number times $a$ is 67, which supports classical motion on the screening scale. The leading relativistic correction to $pv=2E$ has relative size $E/(2Mc^2)=5\times10^{-4}$.

**Use for real films.** The model places the transition near one degree for this beam. With Lindhard's potential and depths of 20 to 78 nm the lattice simulation gives about 0.017 rad against the formula's 0.020 rad. With Hartree–Fock screening the same simulation gives about 0.015 rad, and greater depths lower the angle further. Real films can also have misoriented grains, surface layers and defects, none of which is included; a spread of grain directions comparable with one degree would blur the transition substantially. Sputtering with ions of a few keV or less lies outside the high-energy regime found here. As an illustration with the same bare-proton potential, at 5 keV the extended square-root law gives 0.281 rad, while the static-row estimate gives 0.166 rad. Neither is a prediction for a real sputtering ion, whose own electrons alter the screening.

The full numerical output follows the text.

## Values computed for the example and the checks

```
Ion charge number Z1: 1
Nickel atomic number Z2: 28
Ion energy: 1 MeV
Lattice constant (rough): 0.352 nm
Row spacing d: 0.2489 nm
Vibration u (rough): 0.007 nm
Gaussian e^2: 1.43996 eV nm
Screening length a: 0.01543 nm
Length s: 0.02672 nm
Half-yield distance r_m: 0.008242 nm
Barrier U(r_m): 395.8 eV
Characteristic angle psi_1: 0.018 rad
Logarithmic factor psi_c/psi_1: 1.105
Critical angle psi_c: 0.0199 rad
Critical angle psi_c: 1.14 degrees
Lower energy limit: 39.58 keV
Z2 power at fixed u: 0.3754
Single impulse, formula: 4.467 mrad
Single impulse, trajectory: 4.464 mrad
Turning distance, base: 0.008252 nm
Turning distance, 4E: 0.008232 nm
Turning distance, 2d: 0.008158 nm
Turning distance, 2Z1: 0.008168 nm
Static-row distance r_c: 0.001587 nm
Static-row angle: 0.03026 rad
Map/estimate, smallest: 1.02
Map/estimate, largest: 1.03
Map energy power, low E: -0.248
Map energy power, high E: -0.457
Lattice half angle, 0.5 MeV: 0.0241 rad
Lattice/formula, 0.5 MeV: 0.856
Lattice half angle, 1 MeV: 0.017 rad
Lattice/formula, 1 MeV: 0.854
Lattice half angle, 2 MeV: 0.0122 rad
Lattice/formula, 2 MeV: 0.867
Lattice energy power: -0.491
Yield at 0.2 psi_1, 1 MeV: 0.033
Yield at 3 psi_1, 1 MeV: 1.04
Low test energy: 5 keV
Static estimate at low energy: 0.166 rad
Extended high-energy law: 0.2814 rad
Moliere critical angle: 0.01879 rad
Critical angle, doubled u^2: 0.01723 rad
Simulation depth, 1 MeV: 78.16 nm
Stopping power (rough): 130 eV/nm
Electronic E_perp gain, bound: 5.5 eV
Energy loss over depth: 10 keV
Recoil energy per impulse: 0.342 eV
Transverse wave number times a: 67.4
Relativity measure E/(2Mc^2): 0.000533
```
